\section*{Does one-shot GW repair a falsely delocalized negative defect in germanium?}

\section*{Question}

I am studying an acceptor-like point defect in germanium in a 216-atom supercell. For the negative charge state I add one electron and relax with a semilocal functional. The functional puts the conduction band far too low, and the extra electron seems to have gone into that band instead of the defect orbital. The atoms hardly move from their neutral positions.

I plan to run a one-shot $G_0W_0$ calculation on this result. It should push the conduction band up to about the right place, and then I would read the $(0/-)$ level from the corrected spectrum. Does the correction repair the calculation? If not, which part stays wrong, and can one-shot $GW$ still be used?

\section*{Answer}

It does not repair it by itself. The correction moves energy levels, but your starting state is a neutral defect plus a conduction electron, and it remains so. One-shot $GW$ can still be used from a suitable start, as shown below.

\subsection*{What the correction leaves unchanged}

A one-shot calculation evaluates
\begin{equation}
E_i=\varepsilon_i+\langle\varphi_i|\Sigma(\omega_i)-v_{xc}|\varphi_i\rangle ,
\end{equation}
where $\omega_i$ is $\varepsilon_i$ or $E_i$, depending on the variant. The orbitals $\varphi_i$, their occupations and the atomic positions come from the starting calculation. The density, and with it the charge on the defect, is therefore the starting one.

To see the consequences, take a model with one extra electron. It can occupy a defect orbital $|d\rangle$ or the band states $|k\rangle$ of a periodic cell with $N$ sites:
\begin{align}
h(q)={}&(\varepsilon_d-2\lambda q)|d\rangle\langle d|
+\sum_k(E_c+e_k)|k\rangle\langle k| \nonumber\\
&+\frac{V}{\sqrt N}\sum_k\bigl(|d\rangle\langle k|+|k\rangle\langle d|\bigr).
\end{align}
Here $E_c$ is the band edge, $e_k\ge0$, and $V$ couples the defect to one site. The coordinate $q$ is 0 at the neutral geometry and 1 at the ideal negative geometry. With elastic energy $\lambda q^2$ and lowest eigenvalue $e_0(q)$, the total energy is
\begin{equation}
E(q)=\lambda q^2+e_0(q).
\end{equation}
Energies are measured from the valence edge, and the relaxed neutral defect has elastic energy zero. The minimum of $E(q)$ is then the $(0/-)$ level: the Fermi energy at which the two charge states have equal formation energy.

For a normalized eigenvector, the terms containing its derivative cancel, so $de_0/dq=\langle\varphi_0|\partial h/\partial q|\varphi_0\rangle=-2\lambda n_d$, where $n_d=|\langle d|\varphi_0\rangle|^2$. Hence
\begin{equation}
\frac{dE}{dq}=2\lambda(q-n_d),\qquad q=n_d\ \text{at a minimum}.
\end{equation}
In this linear-coupling model, an electron missing from the defect means a missing relaxation.

\subsection*{When the start goes wrong}

First set $V=0$. An electron in the band has its lowest energy $E_c$ at $q=0$. An electron on the defect has energy
\begin{equation}
\varepsilon_d-2\lambda q+\lambda q^2=\varepsilon_d-\lambda+\lambda(q-1)^2,
\end{equation}
with minimum $\varepsilon_d-\lambda$. The false state therefore wins if
\begin{equation}
E_c<\varepsilon_d-\lambda .
\end{equation}

Take semilocal values $E_c=0.05$ eV, $\varepsilon_d=0.40$ eV, $\lambda=0.15$ eV and $V=0.30$ eV. The threshold is $0.40-0.15=0.25$ eV, or 0.24 eV when the coupling is included. The false edge lies well below it.

For weak coupling, first-order perturbation theory gives the lowest band state a defect amplitude $(V/\sqrt N)/(E_c-\varepsilon_d)$ at $q=0$. Squaring it gives
\begin{equation}
n_d\simeq\frac{V^2}{N(\varepsilon_d-E_c)^2}
=\frac{0.30^2}{216\times0.35^2}=0.0034 .
\end{equation}
Diagonalization gives 0.0035, and 0.0036 after relaxation. At fixed parameters, $n_d$ at $q=0$ falls from 0.012 for 64 atoms to 0.0015 for 512 atoms, so a larger cell does not bring the electron back. Nor does another starting geometry help here: a scan over the whole range $0\le q\le1$ finds one stationary point on the lowest energy surface, the false one. This holds for the model without image energy. Adding the uncorrected image energy of the last section as a term $-0.075\,n_d^2$ eV already creates a barely metastable localized minimum, so a distorted start is still worth trying in a real cell.

\subsection*{Two tempting readings of the corrected spectrum}

Represent the quasiparticle correction by a shift $\delta_d=0.10$ eV on the defect orbital and $\Delta=0.65$ eV on the band. These are chosen values, not a computed self-energy of germanium. Since the basis is complete within the model,
\begin{equation}
\begin{aligned}
\Delta\Sigma&=\delta_d|d\rangle\langle d|+\Delta\sum_k|k\rangle\langle k|\\
&=\Delta\,\mathbf 1-(\Delta-\delta_d)|d\rangle\langle d| .
\end{aligned}
\end{equation}
The one-shot energies are therefore
\begin{equation}
E_i=\varepsilon_i+\Delta-(\Delta-\delta_d)n_i ,
\label{eq:diag}
\end{equation}
with $n_i$ the defect weight of orbital $i$.

The correct reference within the model is the minimum of $E(q)$ with both shifts included in the Hamiltonian. Without coupling it would be $0.40+0.10-0.15=0.35$ eV. The coupling lowers it to 0.341 eV, with $q=n_d=0.997$. If $q=1$ is chosen to stand for an atomic displacement of 0.020 nm, the atoms move by almost this full amount in the reference state, but by only $0.0036\times0.020=0.00007$ nm in the false start.

Reading the occupied level at the false start gives
\begin{equation}
0.049+0.65-0.55\times0.0036=0.697\ \text{eV}.
\end{equation}
This is the corrected band edge, not the defect level, and it is 0.356 eV above the reference.

Reading the empty defect-like level instead gives 0.494 eV, which is 0.153 eV too high. This is essentially a vertical addition energy at the neutral geometry, so the relaxation energy $\lambda$ is missing. The spectrum itself carries a warning: an occupied level at 0.697 eV lies above an empty one at 0.494 eV. Exchanging the two occupations afterwards would not supply the missing relaxation.

\subsection*{The empty level also belongs to another charge step}

In exact theory, an empty level is the energy for adding an electron to the system present in the calculation. Your cell already contains the band electron. Its empty defect level thus describes the addition of a second extra electron.

A solvable example separates this effect from relaxation. Let electrons on $d$ and in a band orbital $c$ repel with energy $v$ and couple to a polarization mode of energy $\Omega$ with strengths $M_d$ and $M_c$. For total coupling $M$, completing the square gives
\begin{equation}
\begin{aligned}
&\Omega b^\dagger b+M(b+b^\dagger)\\
&\quad=\Omega\left(b^\dagger+\frac M\Omega\right)
\left(b+\frac M\Omega\right)-\frac{M^2}{\Omega}.
\end{aligned}
\end{equation}
The lowest mode energy is $-M^2/\Omega$. With bare defect level $\epsilon$, adding $d$ to the neutral system costs $\epsilon-M_d^2/\Omega$. Adding it beside $c$ costs
\begin{align}
E_{cd}-E_c
&=\epsilon+v-\frac{(M_c+M_d)^2}{\Omega}+\frac{M_c^2}{\Omega}\nonumber\\
&=\epsilon+v-\frac{2M_cM_d}{\Omega}-\frac{M_d^2}{\Omega}.
\end{align}
The $GW$ expression has the same terms. The mode displaced by $c$ contributes $-2M_cM_d/\Omega$ to the mean field. The correlation self-energy of an empty level $\tilde\epsilon$ is $M_d^2/(\omega-\tilde\epsilon-\Omega)$, which equals $-M_d^2/\Omega$ at $\omega=\tilde\epsilon$.

For $\epsilon=0.70$, $v=0.34$, $\Omega=5.00$, $M_d=1.00$ and $M_c=0.60$ eV, the two addition energies are $0.70-0.20=0.50$ eV and $0.70+0.34-0.24-0.20=0.60$ eV. Diagonalization agrees with both. With the self-energy evaluated at $\omega=\tilde\epsilon$, $GW$ answers correctly here, but for the wrong charge step. In a charged periodic cell the compensating background cancels the uniform part of a band electron's charge, so for a well-spread electron $v$ and $M_c$ are much smaller than in this example. The 0.10 eV difference follows from the chosen parameters and is not included in the defect example, where $\delta_d$ does not depend on occupation.

\subsection*{Mixed orbitals need the matrix}

Near a crossing, the starting orbitals are mixtures of defect and band. Because different orbitals are orthogonal, the term $\Delta\,\mathbf 1$ drops out between them, and
\begin{equation}
|\langle\varphi_1|\Delta\Sigma|\varphi_2\rangle|
=(\Delta-\delta_d)\sqrt{n_1n_2}.
\end{equation}
At $q=1.137$ both weights are about one half, so this element is about $0.55\times0.5=0.275$ eV. The diagonal correction omits it and gives levels at 0.405 and 0.446 eV. Keeping it gives the lower level
\begin{equation}
\begin{aligned}
&\frac{0.405+0.446}{2}
-\sqrt{\left(\frac{0.446-0.405}{2}\right)^2+0.275^2}\\
&\qquad\simeq0.150\ \text{eV},
\end{aligned}
\end{equation}
in agreement with full diagonalization. These are electronic levels, without the elastic energy.

The correct geometry alone is therefore not enough. There, the defect-like orbital of the false start has weight 0.857, and a diagonal correction plus elastic energy gives 0.428 eV instead of 0.341 eV. By Eq.~\eqref{eq:diag}, the band admixture accounts for $0.55\times(1-0.857)=0.079$ eV of the 0.087 eV error.

\subsection*{Two ways to use one-shot GW}

The first starts from the neutral defect. If $A(q)$ is the change in total energy on adding an electron at fixed geometry, that is, the position of the empty level measured from the valence edge, then
\begin{equation}
E_-(q)=E_0(q)+A(q).
\end{equation}
Compute the neutral energy $E_0(q)$ and the quasiparticle level $A(q)$ along a path of geometries, and minimize the sum. Where orbitals mix, obtain $A(q)$ from the quasiparticle matrix. In the model, a matrix in the two lowest orbitals gives 0.341 eV at $q=0.997$, as it should. This route requires a sound description of the neutral defect. If the semilocal bands of germanium overlap so that the neutral occupations are also wrong, it fails too.

The second uses a start that localizes the electron, for instance a suitable hybrid functional. As a control, raise the starting edge to 0.45 eV, keep the other starting parameters fixed, and reduce $\Delta$ to 0.25 eV so that the corrected Hamiltonian is unchanged. Then $n_d=0.996$, and the ordinary one-shot level plus elastic energy gives 0.341 eV. The elastic energy must be added: the occupied eigenvalue alone, about $0.341-0.149=0.192$ eV, is a vertical removal energy.

Before running $GW$, check the defect weight of the occupied orbital and the displacement of the atoms. Afterwards, check the order of occupied and empty levels. An inverted order is a warning, but a normal order does not prove the start sound: if the vertical defect level lies above the corrected band edge, a false start shows no inversion.

\subsection*{How far the numbers apply to germanium}

The corrected edge of 0.70 eV is roughly the germanium gap, and a nearly closed semilocal gap is realistic. The defect parameters are round values, not those of an identified defect. The single isotropic band is unrealistic: its hopping of 2.16 eV makes it about 26 eV wide. Replacing its mass of $0.22\,m_e$ by $0.117\,m_e$ moves the reference level by only 0.004 eV.

Other omissions matter more. For a localized charge in this 1.70 nm cell, the point-charge image correction is about 0.075 eV; it is not appropriate for the spread-out false state. One electron per cell means $2.0\times10^{20}$ cm$^{-3}$. Filling four valleys equally with both spins, using rough germanium masses, costs 0.14 eV on average, which would raise the false state to about 0.19 eV. This is below the threshold of 0.25 eV, but the uncorrected image energy would lower the localized state to about 0.175 eV. With both effects included, the two states lie so close that these rough numbers do not decide which one wins. The four valleys lie at $L$, which folds to a corner of the Brillouin zone of this 216-atom cell, so a calculation at $\Gamma$ alone does not contain them. It does contain the conduction state at $\Gamma$. In LDA at the experimental lattice constant and without spin--orbit coupling, this state lies at or slightly below the valence edge (0.02 to 0.06 eV below it, depending on the cutoff) and about 0.17 eV below $L$. Sampling at $\Gamma$ alone therefore does not avoid the false band, and it brings the band overlap mentioned above into play. The electron gas also has a Thomas--Fermi screening length of about 0.8 nm, shorter than the cell, so it can contaminate $W_0$. Spin--orbit coupling raises the valence edge by roughly 0.10 eV, and warming to 300 K narrows the gap by a little less than 0.1 eV. These effects are comparable with $\lambda$, so 0.341 eV is not a prediction for a real defect.

For a device at 300 K, using the empty-level reading would make the calculated hole-emission rate too small by $\exp(0.153/0.0259)\approx370$, at equal prefactors. Real junctions also break the zero-field assumption. The Coulomb barrier for a hole leaving the negative defect falls by about 0.02 eV at 0.01 MV/cm, and by about 0.06 eV at 0.1 MV/cm, which is roughly the breakdown field of lightly doped germanium. The numerical output below lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Input false / corrected band edge: 0.05 / 0.70 eV
Input vertical defect level, semilocal / corrected: 0.40 / 0.50 eV
Input relaxation energy, coupling V: 0.15, 0.30 eV
Input displacement at q=1: 0.020 nm
Input lattice constant (rough), cell edge: 0.566, 1.698 nm
Input band mass 0.22 m_e; hopping 2.162 eV
False start: defect occupation 0.0036, displacement 0.00007 nm
False start: total energy 0.0488 eV
Stationary geometries of false start: 1
Correct state: defect occupation 0.9973, displacement 0.01995 nm
Correct (0/-) level: 0.3409 eV = 0.5461e-19 J
Cell 64 atoms, q=0: n_d 0.01162, estimate 0.01148
Cell 216 atoms, q=0: n_d 0.00354, estimate 0.00340
Cell 512 atoms, q=0: n_d 0.00151, estimate 0.00143
One-shot reading, occupied band level: 0.6968 eV
One-shot reading, empty defect level: 0.4936 eV
Errors of the two readings: 0.3560, 0.1527 eV
Resonance at q = 1.1370
Resonance one-shot two lowest: 0.4046, 0.4461 eV
Resonance full / 2x2 matrix lowest: 0.1499 / 0.1500 eV
Resonance omitted off-diagonal element: 0.2746 eV
Correct geometry, false-start weight on d-like state: 0.8566
Correct geometry, diagonal-only (0/-) value: 0.4282 eV
Cure, neutral start + scan + matrix: 0.3410 eV at q=0.9974
Control start edge 0.45 eV: n_d 0.9956, one-shot (0/-) 0.3410 eV
Threshold edge: 0.2412 eV; estimate 0.2500 eV
Boson inputs Omega, M_d, M_c, v, bare level: 5.00, 1.00, 0.60, 0.34, 0.70 eV
Add d to neutral: diagonalized 0.5000, GW 0.5000 eV
Add d beside band electron: diagonalized 0.6000, GW 0.6000 eV
Neglected: image energy 0.0752 eV (Madelung 2.8373, permittivity 16)
Rough valley masses 1.60, 0.08 m_e; DOS 0.217, conductivity 0.117 m_e
One electron per cell: density 2.043e+20 cm^-3
Neglected: band filling E_F 0.2311 eV, mean 0.1387 eV
Neglected: spurious metallic screening length 0.817 nm
Neglected: level change with light mass +0.00374 eV
Neglected: spin-orbit valence-edge rise 0.100 eV (rough splitting 0.3 eV)
Neglected: gap reduction to 300 K 0.090 eV (rough slope 3.0e-04 eV/K)
Neglected: barrier lowering at 0.1 MV/cm 0.0600 eV
Thermal energy at 300 K: 0.02585 eV
Hole-emission rate factor from empty-level error: 367.7
\end{verbatim}
